# Transmission through a sech-squared channel barrier and its parabolic limit

## Result

Atomic units are used in the algebra ($\hbar=1$). An electron of mass $m$ and energy $E>0$ comes from the left towards the barrier

$$V(x)=\frac{V_0}{\cosh^2(x/a)},\qquad V_0>0,\quad a>0 .$$

The potential vanishes at both ends, so source and drain band edges are equal. The model is one-dimensional, coherent and single-particle, with a constant mass. Define

$$k=\sqrt{2mE},\quad k_0=\sqrt{2mV_0},\quad q=ka,\quad s=k_0a,\quad \mu=\sqrt{s^2-\tfrac14}.$$

The number $s$ measures the width of the barrier in units of $1/k_0$. Near its top, $V\approx V_0-V_0x^2/a^2$. Writing this as $V_0-\tfrac12m\omega^2x^2$ defines the frequency $\omega$ and the scaled depth $\varepsilon$ below the top:

$$\omega=\frac1a\sqrt{\frac{2V_0}{m}},\qquad \varepsilon=\frac{V_0-E}{\omega}.$$

**Theorem.** Let $T$ and $R$ be the transmission and reflection probabilities.

(a) For every $E>0$,

$$T=\frac{\sinh^2\pi q}{\sinh^2\pi q+\cosh^2\pi\mu}. \tag{1}$$

If $s<\tfrac12$, then $\mu$ is imaginary and $\cosh^2\pi\mu=\cos^2\!\big(\pi\sqrt{1/4-s^2}\big)$.

(b) For $s\to\infty$ at fixed $\varepsilon$,

$$\ln\frac{1-T}{T}=2\pi\varepsilon+\frac{\pi}{s}\Big(\varepsilon^2-\frac14\Big)+O(s^{-2}),\qquad T\to\frac1{1+e^{2\pi\varepsilon}}. \tag{2}$$

(c) The limit in (2) is the transmission of the inverted parabola $V_0-\tfrac12m\omega^2x^2$.

Part (b) needs both a wide barrier and an energy near its top. Below the top, width alone does not suffice, as shown after the proof of (b). Above the top at fixed $E/V_0$, both transmissions tend to one as the barrier widens, and only the small reflection probabilities differ.

## Lemma 1: reduction to the hypergeometric equation

With $y=x/a$, the equation $-\psi_{xx}/(2m)+V\psi=E\psi$ becomes, after multiplication by $-2ma^2$,

$$\psi_{yy}+\big(q^2-s^2\,\mathrm{sech}^2y\big)\psi=0. \tag{3}$$

**Lemma 1.** Let $z=1/(1+e^{2y})$, and let $\nu=-\tfrac12+i\mu$, so that $\nu(\nu+1)=-\mu^2-\tfrac14=-s^2$. Then (3) is solved by

$$\psi=[4z(1-z)]^{-iq/2}F(\alpha,\beta;c;z),$$
$$\alpha=-iq-\nu,\quad \beta=-iq+\nu+1,\quad c=1-iq,$$

where $F$ is the hypergeometric function.

*Proof.* Put $w=z(1-z)$. Since $1-z=e^{2y}/(1+e^{2y})$, we have $\mathrm{sech}^2y=4w$ and $dz/dy=-2w$. Therefore

$$\psi_{yy}=4w\frac{d}{dz}(w\psi_z)=4w^2\psi_{zz}+4w(1-2z)\psi_z .$$

Dividing (3) by $4w$ gives

$$w\psi_{zz}+(1-2z)\psi_z+\Big(\frac{q^2}{4w}-s^2\Big)\psi=0.$$

Set $\psi=(4w)^\lambda F$ with $\lambda=-iq/2$. Because $w'=1-2z$ and $w''=-2$,

$$\psi_z=(4w)^\lambda\Big[F'+\frac{\lambda(1-2z)}wF\Big],$$
$$\psi_{zz}=(4w)^\lambda\Big[F''+\frac{2\lambda(1-2z)}wF'+\Big(\frac{\lambda(\lambda-1)(1-2z)^2}{w^2}-\frac{2\lambda}{w}\Big)F\Big].$$

The terms in $(1-2z)^2F/w$ have total coefficient $\lambda(\lambda-1)+\lambda=\lambda^2$. Using $(1-2z)^2=1-4w$, they become $\lambda^2/w-4\lambda^2$. As $\lambda^2=-q^2/4$, the $1/w$ part cancels $q^2/(4w)$. The remaining coefficient of $F$ is $-4\lambda^2-2\lambda-s^2=q^2+iq-s^2$, so

$$z(1-z)F''+(1-iq)(1-2z)F'-(s^2-q^2-iq)F=0.$$

The hypergeometric equation is $z(1-z)F''+[c-(\alpha+\beta+1)z]F'-\alpha\beta F=0$. The stated parameters give $\alpha+\beta+1=2(1-iq)$ and $\alpha\beta=-q^2-iq-\nu(\nu+1)=s^2-q^2-iq$, as required. ∎

## Lemma 2: the two ends of the barrier

On the right, $y\to\infty$, $z\to e^{-2y}$ and $F\to1$. Hence

$$\psi\to4^{-iq/2}e^{iqy},$$

a purely outgoing wave. The constant has modulus one.

**Lemma 2.** On the left, $\psi\to4^{-iq/2}\big(Q\,e^{iqy}+P\,e^{-iqy}\big)$ with

$$P=\frac{\Gamma(1-iq)\Gamma(iq)}{\Gamma(1+\nu)\Gamma(-\nu)},\qquad Q=\frac{\Gamma(1-iq)\Gamma(-iq)}{\Gamma(-iq-\nu)\Gamma(1+\nu-iq)}.$$

*Proof.* Let $d=c-\alpha-\beta$. Near $z=1$ the hypergeometric equation has one solution tending to $1$ and one behaving as $(1-z)^d$. So, to leading order in each, $F\to P+Q(1-z)^d$.

If $\mathrm{Re}\,d>0$, the second term vanishes at $z=1$, and Gauss's sum gives

$$P=F(\alpha,\beta;c;1)=\frac{\Gamma(c)\Gamma(d)}{\Gamma(c-\alpha)\Gamma(c-\beta)}.$$

If $\mathrm{Re}\,d<0$, Euler's identity $F(\alpha,\beta;c;z)=(1-z)^dF(c-\alpha,c-\beta;c;z)$ isolates the second term. Gauss's sum for the function on the right then gives

$$Q=\frac{\Gamma(c)\Gamma(-d)}{\Gamma(\alpha)\Gamma(\beta)}.$$

Both coefficients are analytic in the parameters for non-integer $d$, so they may be continued to the present value $d=iq$. Here $c-\alpha=1+\nu$ and $c-\beta=-\nu$, which gives the stated $P$ and $Q$.

As $y\to-\infty$, $1-z\to e^{2y}$. The prefactor of $F$ becomes $4^{-iq/2}e^{-iqy}$, and $(1-z)^{iq}$ becomes $e^{2iqy}$. Thus $P$ multiplies the left-moving wave and $Q$ the right-moving, incident wave. ∎

For unit incident amplitude, the transmitted and reflected amplitudes are therefore $t=1/Q$ and $r=P/Q$.

## Proof of (a)

The wave numbers at the two ends are equal, so $T=|t|^2$, $R=|r|^2$ and $R/T=|P|^2$. Apply the reflection formula $\Gamma(u)\Gamma(1-u)=\pi/\sin\pi u$ twice:

$$|\Gamma(iq)\Gamma(1-iq)|=\frac{\pi}{|\sin(i\pi q)|}=\frac{\pi}{\sinh\pi q},$$
$$\Gamma(1+\nu)\Gamma(-\nu)=\Gamma(\tfrac12+i\mu)\Gamma(\tfrac12-i\mu)=\frac{\pi}{\cosh\pi\mu}.$$

The second line also holds for imaginary $\mu$. Consequently

$$\frac RT=\frac{\cosh^2\pi\mu}{\sinh^2\pi q}. \tag{4}$$

For a real potential, $\mathrm{Im}(\psi^*\psi_y)$ is independent of $y$. Equating its values at the two ends gives $|Q|^2-|P|^2=1$, or $T+R=1$. Hence $T=1/(1+R/T)$, which is (1). ∎

Direct integration of the wave equation for three barrier lengths, one of them with $s<\tfrac12$, differs from (1) by at most $6\times10^{-10}$ relative to the value of the formula.

**Thin-barrier limit.** Let $a\to0$ with the area $g=\int V\,dx=2V_0a$ fixed. Then $s^2=2mV_0a^2\to0$ and $\sqrt{1/4-s^2}\approx\tfrac12-s^2$. The cosine in (1) becomes $\sin\pi s^2\approx\pi s^2$, while $\sinh\pi q\approx\pi q$. Thus

$$\frac RT\to\frac{s^4}{q^2}=\frac{2mV_0^2a^2}{E}=\frac{mg^2}{2E}.$$

This is the result for $g\,\delta(x)$. There, continuity gives $1+r=t$, and the slope jump $ik(t-1+r)=2mgt$ gives $t=1/(1+img/k)$, hence $R/T=m^2g^2/k^2=mg^2/(2E)$.

## Wide barriers and the tunnelling exponent

For $s>\tfrac12$, taking the logarithm of (4) gives

$$\ln\frac RT=2\pi(\mu-q)+2\ln\frac{1+e^{-2\pi\mu}}{1-e^{-2\pi q}}. \tag{5}$$

The last term is exponentially small when $q$ and $\mu$ are both large.

**Lemma 3.** For $E<V_0$, the semiclassical exponent between the turning points is

$$S=2\int\sqrt{2m(V-E)}\,dx=2\pi(s-q).$$

*Proof.* Write $S=2I$ with $I(q)=\int\sqrt{s^2\mathrm{sech}^2y-q^2}\,dy$. The integrand vanishes at the turning points, so moving them contributes nothing to the derivative. With $u=\sinh y$,

$$\frac{dI}{dq}=-q\int\frac{dy}{\sqrt{s^2\mathrm{sech}^2y-q^2}}=-q\int\frac{du}{\sqrt{s^2-q^2-q^2u^2}}=-\pi.$$

Since $I(s)=0$, $I=\pi(s-q)$. ∎

Comparison with (5) shows that, apart from the exponentially small term, the exact exponent follows from the semiclassical one by replacing $s$ with $\mu$. For a wide barrier this lowers the exponent by $2\pi(s-\mu)\approx\pi/(4s)$.

## Proof of (b)

From the definitions, $\omega s=2V_0$. Therefore $(V_0-E)/V_0=2\varepsilon/s$, and

$$q=s\sqrt{1-\frac{2\varepsilon}{s}}=s-\varepsilon-\frac{\varepsilon^2}{2s}-\frac{\varepsilon^3}{2s^2}+O(s^{-3}),$$
$$\mu=s\sqrt{1-\frac1{4s^2}}=s-\frac1{8s}+O(s^{-3}).$$

At fixed $\varepsilon$ both $q$ and $\mu$ grow with $s$, so the last term of (5) is exponentially small. Subtraction gives

$$\ln\frac RT=2\pi\varepsilon+\frac{\pi}{s}\Big(\varepsilon^2-\frac14\Big)+\frac{\pi\varepsilon^3}{s^2}+O(s^{-3}). \tag{6}$$

With $R=1-T$, this proves (2). ∎

At $\varepsilon=1$ the limiting logarithm is $2\pi=6.283$. Numerical integration gives $6.444$ at $s=16$ and $6.360$ at $s=32$. The first-order formula gives $6.430$ and $6.357$. Its error falls from about $0.013$ to $0.003$, in line with the $s^{-2}$ term in (6).

At the top, $\varepsilon=0$ and the logarithm is $-\pi/(4s)$ to first order. Because $1/(1+e^{L})\approx\tfrac12-L/4$ for small $L$,

$$T(V_0)\approx\frac12+\frac{\pi}{16s}. \tag{7}$$

**Where the limit fails.** The correction in (6) must be small compared with one, which requires $s\gg1$ and $\varepsilon^2\ll s$. Now hold $E/V_0=\eta<1$ fixed instead. The parabolic exponent is $2\pi\varepsilon=\pi s(1-\eta)$, and the semiclassical exponent is $2\pi s(1-\sqrt\eta)$. Their difference is

$$2\pi s(1-\sqrt\eta)-\pi s(1-\eta)=\pi s(1-\sqrt\eta)^2.$$

It grows with $s$, so at fixed $\eta$ widening the barrier makes the ratio of the parabolic to the exact transmission grow exponentially. The reason is geometric: the flanks of the true barrier spread out, so it lies above the parabola at every $x\neq0$, and a deep electron also crosses a longer forbidden region than the parabola provides.

## Proof of (c)

For the inverted parabola, the length unit $x=\xi/\sqrt{m\omega}$ gives

$$\psi_{\xi\xi}+(\xi^2-2\varepsilon)\psi=0. \tag{8}$$

At large $|\xi|$ its solutions behave as $\xi^{-1/2-i\varepsilon}e^{i\xi^2/2}$ and $\xi^{-1/2+i\varepsilon}e^{-i\xi^2/2}$. Choose the solution that is the first form, with coefficient one, for $\xi\to+\infty$. Its phase increases with $\xi$, so it is outgoing on the right.

Continue it to complex $\xi=\rho e^{i\phi}$. Since $|e^{i\xi^2/2}|=e^{-\rho^2\sin(2\phi)/2}$, this solution decays for $0<\phi<\pi/2$. A solution that is recessive in one sector keeps its asymptotic form throughout the two neighbouring sectors, here up to $\phi=\pi$. In $\pi/2<\phi<\pi$ it is the dominant form, so its coefficient is fixed there. On the ray $\phi=\pi$ the other form may appear beside it with comparable size, but the first coefficient stays the same. Putting $\xi=|\xi|e^{i\pi}$ gives

$$\xi^{-1/2-i\varepsilon}=|\xi|^{-1/2-i\varepsilon}\,e^{-i\pi/2}e^{\pi\varepsilon}.$$

For negative $\xi$ the phase $\xi^2/2$ has negative slope, so this term moves left and is the reflected wave. The common factor $|\xi|^{-1/2}$ makes the flux of each wave equal to the squared modulus of its coefficient. Hence $R/T=e^{2\pi\varepsilon}$, and $R+T=1$ gives $T=1/(1+e^{2\pi\varepsilon})$. ∎

Integrating (8) numerically gives $T=0.0414$ at $\varepsilon=0.5$ and $0.00186$ at $\varepsilon=1$, which agrees with this formula.

## Thermal flux

Let electrons arrive with Boltzmann weight at temperature $\Theta$. Over a classical barrier the flux is proportional to $\int_{V_0}^\infty e^{-E/k_B\Theta}dE=k_B\Theta\,e^{-V_0/k_B\Theta}$. The quantum flux relative to it is

$$G=\frac1{k_B\Theta}\int_0^\infty T(E)\,e^{(V_0-E)/k_B\Theta}\,dE .$$

For the parabola, extend the lower limit to $-\infty$. Put $v=(V_0-E)/k_B\Theta$ and $b=2\pi k_B\Theta/\omega$, then $w=e^{bv}$:

$$G_{\rm par}=\int_{-\infty}^{\infty}\frac{e^v\,dv}{1+e^{bv}}=\frac1b\int_0^\infty\frac{w^{1/b-1}}{1+w}dw=\frac{\pi/b}{\sin(\pi/b)}=\frac{u}{\sin u},\quad u=\frac{\omega}{2k_B\Theta}. \tag{9}$$

The integral converges for $b>1$, that is, for $\Theta>\omega/(2\pi k_B)$. Below that temperature the parabola gives no finite flux, whereas the sech-squared barrier does, because its energies start at $E=0$.

## Example: a short silicon channel

Take $V_0=0.30$ eV, $a=5.0$ nm, a transport mass of $0.19$ electron masses and $300$ K. The full width at half height is $8.8$ nm. With $k_0=1.223\ \mathrm{nm}^{-1}$,

$$s=1.223\times5.0=6.12,\qquad \hbar\omega=\frac{2V_0}{s}=\frac{0.60}{6.12}=0.098\ \mathrm{eV}.$$

| $E$ (eV) | $\varepsilon$ | $T$ exact | $T$ parabolic |
|---|---|---|---|
| 0.05 | 2.55 | $1.5\times10^{-10}$ | $1.1\times10^{-7}$ |
| 0.15 | 1.53 | $1.5\times10^{-5}$ | $6.7\times10^{-5}$ |
| 0.20 | 1.02 | $9.8\times10^{-4}$ | $1.7\times10^{-3}$ |
| 0.25 | 0.51 | 0.0384 | 0.0391 |
| 0.30 | 0 | 0.532 | 0.500 |
| 0.40 | −1.02 | 0.9977 | 0.9983 |

At the top, (7) gives $0.532$, equal to the exact value at this precision. The sign change of $\varepsilon^2-\tfrac14$ explains the rest of the table: the parabola transmits too little close to the top and too much farther from it, on both sides. Below the top the two results cross at $\varepsilon=0.48$, slightly inside $\tfrac12$ because of the positive cubic term in (6).

At $300$ K the exact thermal factor is $G=1.95$, and (9) gives $2.00$. At $400$ K they are $1.455$ and $1.439$, so the parabola's error has changed sign. This fits the table, since cooling shifts weight to the deeper energies where the parabola transmits too much. The parabolic flux diverges at $181$ K.

For one spin-degenerate mode, a source Fermi level $E_F=0.05$ eV above the band edge and no injection from the drain, the classical leakage is

$$I_{\rm cl}=\frac{2e}{h}\,k_B\Theta\,e^{-(V_0-E_F)/k_B\Theta}=0.126\ \mathrm{nA}.$$

Tunnelling, partly offset by reflection above the barrier, raises it to $1.95\times0.126=0.246$ nA. Fermi instead of Boltzmann occupation lowers this by $0.04\%$.

## Comparison with a real device

These are rough values for the off state of a silicon n-channel transistor with a channel of about 10 nm. The assumption of equal band edges fails once drain voltage is applied. A drain drop $D=0.5$ eV can be modelled by $A\,\mathrm{sech}^2y-\tfrac D2(1+\tanh y)$. Keeping $a$ and the top height fixed requires $A=0.520$ eV, and the thermal factor rises from $1.95$ to $2.80$.

The top has become sharper. In terms of $\zeta=(1+\tanh y)/2$ the potential is $4A\zeta(1-\zeta)-D\zeta$, with its maximum at $\zeta=\tfrac12-D/(8A)=0.380$. Since $d\zeta/dy=2\zeta(1-\zeta)$, the downward curvature in $y$ is $32A\zeta^2(1-\zeta)^2=0.92$ eV, against $2V_0=0.60$ eV without the drop. The top frequency is thus higher by a factor $\sqrt{0.92/0.60}=1.24$.

Other omissions matter less for this thermal factor or act in the opposite direction:

- Without the drain drop, electrons in valleys with transport mass $0.92$ have $G=1.145$, so their flux is much closer to the classical one.
- A nonparabolicity of $0.5\ \mathrm{eV}^{-1}$ multiplies the semiclassical tunnelling factor at $0.15$ eV by $1.35$, if the band formula is assumed to continue into the gap. Little of the thermal flux comes from such depths, and the same semiclassical estimate raises $G$ by only about $0.03$ from energies below the top.
- A rough mobility of $200\ \mathrm{cm^2/Vs}$ corresponds to a mean free path of $8.4$ nm. This follows from writing the diffusion coefficient both as $k_B\Theta/e$ times the mobility and as half the mean free path times $v$, where $v=\sqrt{2k_B\Theta/(\pi m)}$ is the mean thermal velocity of the electrons moving towards the drain. Without the drain drop, the barrier falls by $k_B\Theta$ within $1.5$ nm of its top, so the estimated backscattering is $1.5/(1.5+8.4)=0.15$. The drop shortens this distance on the drain side and so lowers the estimate. This rough classical figure counts the drain side of the top only. Counting both sides, with the length $\int e^{(V-V_0)/k_B\Theta}dx\approx2.7$ nm taken across the barrier, gives about $0.25$ without the drop. The mean free path is also comparable to the barrier width, so the coherent model is only marginally valid at this mobility.
- With a gap of about $1.1$ eV, the valence edge under the barrier top lies $1.1-0.30-0.50=0.30$ eV below the drain conduction edge. Direct band-to-band tunnelling there has no energy window.

Holding the top height fixed leaves out the lowering of the barrier by the drain voltage in a real short channel. The barrier height itself is a larger uncertainty for the absolute current: an error of $k_B\Theta=0.026$ eV in $V_0$ changes the classical leakage by a factor $e$. The model contains no island between two barriers and no charging energy, so it describes source-drain tunnelling and not Coulomb blockade. The remaining values are in the numerical output.

## Table of computed values

```
barrier height V0 = 0.30 eV
length a = 5.0 nm
full width at half height = 8.81 nm
transport mass = 0.19 electron masses
temperature = 300 K, kT = 0.02585 eV
k0 = 1.2231 1/nm
s = k0 a = 6.1157, mu = 6.0952
hbar omega = 0.09811 eV
hbar omega from curvature = 0.09811 eV
E (eV), eps, T exact, T parabolic:
  0.05   2.5482  1.5156e-10  1.1132e-07
  0.10   2.0386  1.0060e-07  2.7369e-06
  0.15   1.5289  1.4723e-05  6.7284e-05
  0.20   1.0193  9.8422e-04  1.6516e-03
  0.25   0.5096  3.8443e-02  3.9084e-02
  0.30   0.0000  5.3212e-01  5.0000e-01
  0.35  -0.5096  9.6111e-01  9.6092e-01
  0.40  -1.0193  9.9770e-01  9.9835e-01
T at top from 1/2 + pi/(16 s) = 0.53211
largest relative error of T, formula/integration = 6.0e-10
eps = 1: s, ln(R/T) integrated, first-order formula:
  16  6.44376  6.43045
  32  6.36001  6.35682
ln(R/T) in the limit, eps = 1: 6.28319
inverted parabola: eps, T integrated:
  -0.5  0.958577
  0.0  0.499999
  0.5  0.041424
  1.0  0.001864
exact and parabolic T cross at eps = 0.4799
crossing energy = 0.2529 eV
hbar omega/(2 pi k_B) = 181.2 K
flux/classical at 300 K: exact 1.9463
flux/classical at 300 K: parabola 2.0035
flux/classical at 400 K: exact 1.4550
flux/classical at 400 K: parabola 1.4388
source Fermi level above band edge = 0.05 eV
one-mode leakage, classical = 0.1264 nA
one-mode leakage, exact T, Boltzmann = 0.2461 nA
one-mode leakage, exact T, Fermi = 0.2460 nA
Fermi/Boltzmann - 1 = -4.21e-04
drain drop = 0.50 eV, sech2 amplitude = 0.5199 eV
flux/classical with drain drop = 2.8014
peak field: no drop 0.462, drop 1.155 MV/cm
flux/classical for mass 0.92 = 1.1450
WKB exponent at 0.15 eV, parabolic band = 11.2547
same, nonparabolicity 0.5 1/eV = 10.9516
deep-tunnelling factor from nonparabolicity = 1.354
mobility 200 cm2/Vs: mean free path = 8.38 nm
kT layer = 1.51 nm, backscattering = 0.153
gap 1.1 eV: band-to-band margin = 0.30 eV
```
